# Growing Fluoride Layers on a Fixed Interval: Parabolic Growth and Its Errors: test program

```python
"""Growth of a fluoride layer, mapped onto a fixed unit interval.

Result under test: with xi = x/s(t), u = c/c0 and d(tau) = D dt/s^2, the
moving-boundary diffusion problem becomes
    u_tau = u_xixi + P xi u_xi,  u(0)=1, u(1)=0,  P = s s'/D = -sigma u_xi(1),
and parabolic growth s^2 = s0^2 + 2 P D t is its stationary solution.
s: thickness; D: diffusion coefficient; c: mobile fluorine density;
c0: its surface value; n: bound fluorine density; sigma = c0/n.
lam: similarity constant, P = 2 lam^2; mu: relaxation rate in tau.
Lengths are in angstrom, energies in eV, times in seconds, unless scaled.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq
from scipy.special import erf, exprel


def similarity_constant(sigma):
    return brentq(lambda z: np.sqrt(np.pi)*z*np.exp(z*z)*erf(z) - sigma,
                  1e-8, 3.0)


def stationary_profile(xi, lam):
    return 1 - erf(lam*xi)/erf(lam)


def grow(sigma, diffusion, s0, profile, tau_step, t_end, convection=True):
    """Implicit steps on the unit interval; returns t, s^2, P, moment."""
    cells = len(profile) - 1
    h = 1.0/cells
    xi = np.linspace(0, 1, cells + 1)
    u = profile.copy()
    t, s2 = 0.0, s0**2

    def front_rate(v):
        return -sigma*(3*v[-1] - 4*v[-2] + v[-3])/(2*h)

    rate = front_rate(u)
    history = [(t, s2, rate, h*np.sum(xi*u))]
    a = tau_step/h**2
    band = np.zeros((3, cells - 1))
    band[1] = 1 + 2*a
    while t < t_end:
        old = u.copy()
        for _ in range(100):
            b = tau_step*rate*xi[1:-1]/(2*h) if convection else 0*xi[1:-1]
            band[0, 1:] = -(a + b[:-1])
            band[2, :-1] = -(a - b[1:])
            rhs = old[1:-1].copy()
            rhs[0] += a - b[0]
            u[1:-1] = solve_banded((1, 1), band, rhs)
            new_rate = front_rate(u)
            change = abs(new_rate - rate)
            rate = new_rate
            if change < 1e-11:
                break
        else:
            raise RuntimeError("front rate did not converge")
        growth = 2*rate*tau_step
        t += s2*tau_step*exprel(growth)/diffusion
        s2 *= np.exp(growth)
        history.append((t, s2, rate, h*np.sum(xi*u)))
    return np.array(history).T


def enthalpy_thickness(sigma, scaled_time, dx=0.02, length=2.2):
    """Fixed physical grid, no map; D = 1, initial empty layer of unit size."""
    bound = 1/sigma
    centres = (np.arange(round(length/dx)) + 0.5)*dx
    total = np.where(centres < 1, bound, 0.0)
    steps = int(np.ceil(scaled_time/(0.3*dx**2)))
    dt = scaled_time/steps
    flux = np.zeros(len(total) + 1)
    for _ in range(steps):
        mobile = np.maximum(total - bound, 0)
        flux[0] = 2*(1 - mobile[0])/dx
        flux[1:-1] = (mobile[:-1] - mobile[1:])/dx
        total -= dt/dx*(flux[1:] - flux[:-1])
    return dx*np.sum(np.minimum(total, bound))/bound


def slowest_rate_matrix(sigma, order=32):
    """Smallest decay rate from a Chebyshev matrix of the linearized problem."""
    lam = similarity_constant(sigma)
    P = 2*lam**2
    k = np.arange(order + 1)
    y = np.cos(np.pi*k/order)
    weight = np.where((k == 0) | (k == order), 2.0, 1.0)*(-1.0)**k
    gap = y[:, None] - y[None, :] + np.eye(order + 1)
    d = np.outer(weight, 1/weight)/gap
    d -= np.diag(d.sum(axis=1))
    d *= 2
    xi = (1 + y)/2
    slope = -2*lam/np.sqrt(np.pi)*np.exp(-(lam*xi)**2)/erf(lam)
    full = d @ d + P*xi[:, None]*d - sigma*np.outer(xi*slope, d[0])
    return np.min(-np.linalg.eigvals(full[1:-1, 1:-1]).real)


def secular_function(mu, P):
    """Zero when mu - P - P^2 = P h'(1)/h(1)."""
    a = 0.5 + mu/(2*P)
    z = -P/2
    value = mp.hyp1f1(a, 1.5, z)
    slope = value - P*a/1.5*mp.hyp1f1(a + 1, 2.5, z)
    return float((mu - P - P*P)*value - P*slope)


# The coordinate map, on exponentials of arbitrary exponents and any s(t).
x, t, xi_s, a_s, b_s, D_s, lam_s = sp.symbols("x t xi a b D lam", positive=True)
s_t = sp.Function("s")(t)
c_map = sp.exp(a_s*x/s_t + b_s*t)
u_map = sp.exp(a_s*xi_s + b_s*t)
physical = (sp.diff(c_map, t) - D_s*sp.diff(c_map, x, 2)).subs(x, xi_s*s_t)
mapped = (sp.diff(u_map, t) - D_s*sp.diff(u_map, xi_s, 2)/s_t**2
          - xi_s*sp.diff(s_t, t)/s_t*sp.diff(u_map, xi_s))
assert sp.simplify(physical - mapped) == 0

# Model parameters.
kT, barrier, hop, attempt = 0.05, 1.4, 3.0, 1e13
c0, n_bound, expansion = 0.01, 0.05, 2.0
s0, dose = 10.0, 10.0
sigma = c0/n_bound
hop_rate = attempt*np.exp(-barrier/kT)
D = hop**2*hop_rate
lam = similarity_constant(sigma)
P = 2*lam**2
B = 2*P*D

# Hopping on a chain: the variance must grow as 2 D t.
sites = np.arange(-40, 41)
generator = (np.diag(np.ones(80), 1) + np.diag(np.ones(80), -1)
             - 2*np.eye(81))
spread = expm(generator)[:, 40] @ (hop*sites)**2
assert abs(spread*hop_rate/(2*D) - 1) < 1e-10

# Similarity solution in the original coordinate, including flux balance.
c_sim = 1 - sp.erf(x/(2*sp.sqrt(D_s*t)))/sp.erf(lam_s)
assert sp.simplify(sp.diff(c_sim, t) - D_s*sp.diff(c_sim, x, 2)) == 0
s_sim = 2*lam_s*sp.sqrt(D_s*t)
balance = (-sigma*D_s*sp.diff(c_sim, x)).subs(x, s_sim) - sp.diff(s_sim, t)
assert abs(float(balance.subs({lam_s: lam, D_s: 1.7, t: 2.3}))) < 1e-10

# Growth constant from the first moment of the stationary profile.
m_star = quad(lambda z: z*stationary_profile(z, lam), 0, 1)[0]
P_moment = sigma/(1 + 2*sigma*m_star)
assert abs(P_moment/P - 1) < 1e-10

# Parabolic growth survives coarse steps; its grid error is second order.
grid_error = []
for cells in (20, 40):
    nodes = np.linspace(0, 1, cells + 1)
    run = grow(sigma, 1.0, 1.0, stationary_profile(nodes, lam), 0.5, 20.0)
    grid_error.append(abs(run[2, -1] - P))
    if cells == 40:
        coarse = run
        fine = grow(sigma, 1.0, 1.0, stationary_profile(nodes, lam), 0.05, 20.0)
error_ratio = grid_error[0]/grid_error[1]
assert 3.5 < error_ratio < 4.5
s2_coarse = np.interp(20.0, coarse[0], coarse[1])
s2_fine = np.interp(20.0, fine[0], fine[1])
step_difference = abs(s2_coarse/s2_fine - 1)
assert step_difference < 1e-5
assert abs(s2_coarse/(1 + 2*P*20.0) - 1) < 1e-3

# Residual layer without mobile fluorine at the start of the dose.
tau_step = 0.001
empty = np.zeros(101)
empty[0] = 1.0
times, s2, rates, moments = grow(sigma, D, s0, empty, tau_step, dose)
moment_law = s0**2 + 2*sigma*D*times
moment_error = np.max(np.abs(s2*(1 + 2*sigma*moments)/moment_law - 1))
assert moment_error < 3e-4    # first-order time and second-order grid errors


def thickness(when):
    return np.sqrt(np.interp(when, times, s2))


def late_thickness(when):
    return np.sqrt(s0**2*P/sigma + B*when)


s_end = thickness(dose)
assert abs(s_end/late_thickness(dose) - 1) < 2e-4
s_enthalpy = s0*enthalpy_thickness(sigma, D*dose/s0**2)
assert abs(s_enthalpy/s_end - 1) < 3e-3    # finite physical grid
s_immediate = np.sqrt(s0**2 + B*dose)
assert abs(s_immediate/s_enthalpy - 1) > 3e-3

# Removing the convection term changes the growth constant to sigma.
no_conv = grow(sigma, D, s0, empty, tau_step, dose, convection=False)
assert abs(no_conv[2, -1] - sigma) < 1e-8
s_no_conv = np.sqrt(np.interp(dose, no_conv[0], no_conv[1]))
assert abs(s_no_conv/s_enthalpy - 1) > 0.01

# Relaxation rates: secular equation, spectral matrix and time evolution.
for test_sigma in (sigma, 1.0):
    test_P = 2*similarity_constant(test_sigma)**2
    root = brentq(secular_function, 6, 20, args=(test_P,))
    assert abs(root/slowest_rate_matrix(test_sigma) - 1) < 1e-7
    assert abs(secular_function(2*test_P, test_P)) < 1e-10
mu = brentq(secular_function, 6, 20, args=(P,))
i, j = 400, 700
deviation = np.abs(rates - rates[-1])
mu_run = np.log(deviation[i]/deviation[j])/((j - i)*tau_step)
assert abs(mu_run/mu - 1) < 0.015    # implicit Euler slows the decay slightly
scan = []
for value in (0.01, 0.2, 1.0, 5.0):
    scan_P = 2*similarity_constant(value)**2
    scan_mu = slowest_rate_matrix(value)
    assert scan_mu > 2*scan_P
    scan.append((value, scan_P, scan_mu))

s_bare = np.sqrt(B*dose)
bohr = constants.physical_constants["Bohr radius"][0]*1e10
time_au = constants.physical_constants["atomic unit of time"][0]

print(f"thermal energy: {kT:.3f} eV")
print(f"hopping barrier: {barrier:.2f} eV")
print(f"hop length: {hop:.1f} angstrom")
print(f"attempt rate: {attempt:.1e} 1/s")
print(f"surface mobile density c0: {c0:.3f} 1/angstrom^3")
print(f"bound fluorine density n: {n_bound:.3f} 1/angstrom^3")
print(f"fluoride volume per oxide volume: {expansion:.1f} (no unit)")
print(f"dose time: {dose:.1f} s")
print(f"residual thickness s0: {s0:.1f} angstrom")
print(f"sigma = c0/n: {sigma:.3f} (no unit)")
print(f"hop rate to each neighbour: {hop_rate:.4f} 1/s")
print(f"diffusion coefficient D: {D:.3f} angstrom^2/s")
print(f"similarity constant lambda: {lam:.6f} (no unit)")
print(f"stationary moment m*: {m_star:.6f} (no unit)")
print(f"growth number P from lambda: {P:.6f} (no unit)")
print(f"growth number P from moment: {P_moment:.6f} (no unit)")
print(f"parabolic constant 2PD: {B:.4f} angstrom^2/s")
print(f"parabolic constant 2PD: {B/bohr**2*time_au:.4e} atomic units")
print(f"bare oxide, fluoride after dose: {s_bare:.3f} angstrom")
print(f"bare oxide, fluoride after dose: {s_bare/bohr:.3f} bohr")
print(f"bare oxide, oxide consumed: {s_bare/expansion:.3f} angstrom")
for when in (0.1, 1.0, 10.0):
    print(f"residual layer at {when:.1f} s: solver {thickness(when):.3f}, "
          f"late law {late_thickness(when):.3f} angstrom")
print(f"residual layer after dose: {s_end/bohr:.3f} bohr")
print(f"residual case, oxide consumed: {(s_end-s0)/expansion:.3f} angstrom")
print(f"late offset in s^2: {s0**2*P/sigma:.3f} angstrom^2")
print(f"initial s0^2: {s0**2:.3f} angstrom^2")
print(f"enthalpy method after dose: {s_enthalpy:.3f} angstrom")
print(f"immediate parabola after dose: {s_immediate:.3f} angstrom")
print(f"no convection after dose: {s_no_conv:.3f} angstrom")
print(f"no convection, growth number: {no_conv[2, -1]:.6f} (no unit)")
print(f"relaxation rate mu, secular equation: {mu:.5f} (per unit tau)")
print(f"relaxation rate mu, time evolution: {mu_run:.5f} (per unit tau)")
print(f"relaxation time s0^2/(mu D): {s0**2/(mu*D):.4f} s")
for value, scan_P, scan_mu in scan:
    print(f"sigma {value:.2f}: 2P {2*scan_P:.5f}, mu {scan_mu:.5f} (no unit)")
print(f"error of P, 20 cells: {grid_error[0]:.3e} (no unit)")
print(f"error of P, 40 cells: {grid_error[1]:.3e} (no unit)")
print(f"ratio of these errors: {error_ratio:.3f} (no unit)")
print(f"relative s^2 change, tau step 0.5 to 0.05: {step_difference:.2e}")
print(f"largest relative moment-law error: {moment_error:.2e}")
print("done: every assertion held")
```

Output:

```
thermal energy: 0.050 eV
hopping barrier: 1.40 eV
hop length: 3.0 angstrom
attempt rate: 1.0e+13 1/s
surface mobile density c0: 0.010 1/angstrom^3
bound fluorine density n: 0.050 1/angstrom^3
fluoride volume per oxide volume: 2.0 (no unit)
dose time: 10.0 s
residual thickness s0: 10.0 angstrom
sigma = c0/n: 0.200 (no unit)
hop rate to each neighbour: 6.9144 1/s
diffusion coefficient D: 62.230 angstrom^2/s
similarity constant lambda: 0.306424 (no unit)
stationary moment m*: 0.162531 (no unit)
growth number P from lambda: 0.187791 (no unit)
growth number P from moment: 0.187791 (no unit)
parabolic constant 2PD: 23.3723 angstrom^2/s
parabolic constant 2PD: 2.0189e-15 atomic units
bare oxide, fluoride after dose: 15.288 angstrom
bare oxide, fluoride after dose: 28.890 bohr
bare oxide, oxide consumed: 7.644 angstrom
residual layer at 0.1 s: solver 10.002, late law 9.810 angstrom
residual layer at 1.0 s: solver 10.830, late law 10.829 angstrom
residual layer at 10.0 s: solver 18.100, late law 18.100 angstrom
residual layer after dose: 34.204 bohr
residual case, oxide consumed: 4.050 angstrom
late offset in s^2: 93.896 angstrom^2
initial s0^2: 100.000 angstrom^2
enthalpy method after dose: 18.099 angstrom
immediate parabola after dose: 18.268 angstrom
no convection after dose: 18.497 angstrom
no convection, growth number: 0.200000 (no unit)
relaxation rate mu, secular equation: 10.34157 (per unit tau)
relaxation rate mu, time evolution: 10.29148 (per unit tau)
relaxation time s0^2/(mu D): 0.1554 s
sigma 0.01: 2P 0.01993, mu 9.89453 (no unit)
sigma 0.20: 2P 0.37558, mu 10.34157 (no unit)
sigma 1.00: 2P 1.53791, mu 11.83375 (no unit)
sigma 5.00: 2P 4.49175, mu 15.83896 (no unit)
error of P, 20 cells: 2.250e-05 (no unit)
error of P, 40 cells: 5.558e-06 (no unit)
ratio of these errors: 4.048 (no unit)
relative s^2 change, tau step 0.5 to 0.05: 6.86e-10
largest relative moment-law error: 1.94e-05
done: every assertion held
```
